Separated isofield magnetisation curves do not fix the sign of D

**The argument under review**

The manuscript reports the magnetisation of a powder of S = 3/2 ions at several fixed fields, plotted against x = μ_B B/kT. The curves do not superimpose. The authors infer a zero-field splitting, fit an axial Hamiltonian, obtain D close to −1 cm⁻¹ with a small residual, and conclude that the ion has an easy axis. Does either the separation of the curves or the quality of the fit support the negative sign?

I take the Hamiltonian to be

H = V + gμ_B B·S, V = D[S_z² − X/3] + E(S_x² − S_y²), X = S(S+1),

with isotropic g, and a powder whose grains do not turn in the field. Energies are in cm⁻¹ and moments in μ_B per ion; β = 1/kT, and M = −∂F/∂B is the moment along the field.

**1. What the separation shows**

If V = 0, the levels are gμ_B B k with k = −S…S, and

M = gμ_B m(y), m(y) = Σ k e^{ky} / Σ e^{ky}, y = gx.

Only x enters, so all isofield curves coincide. Separation therefore shows that some further energy scale is present, provided any moment linear in B (diamagnetism, temperature-independent paramagnetism) has been subtracted correctly; such a term separates the curves as well. At fixed x a lower field means a lower temperature, so the ratio of that scale to kT is largest on the low-field curve.

Now switch on V. By cyclicity of the trace, the first-order change of free energy is the mean of V in the pure Zeeman state, even though V and the Zeeman term do not commute. That state is symmetric about the field direction n, so

½⟨S_aS_b + S_bS_a⟩ = Aδ_ab + C n_a n_b,

where A and C depend on B and T but not on n. Writing V = Σ D_ab S_aS_b with a traceless tensor gives F₁ = C Σ D_ab n_a n_b. The powder average of n_a n_b is δ_ab/3, hence F₁ averages to C Tr(D_ab)/3 = 0. This holds at every field, so the powder moment has no term linear in D. The leading separation is quadratic and the same for both signs.

The condition on g matters. With anisotropic g, C and the symmetry axis of the Zeeman state vary with n in a way tied to the crystal axes, and the average need not vanish. For g = (2, 2, 2.4) the largest slope |∂M/∂D| at D = 0, on a grid of four fields (1, 3, 5 and 7 T) and six temperatures from 2 to 10 K, is 0.08 μ_B per cm⁻¹. For a crystal with g = 2 and the field along z it is 0.68.

**2. Where the sign enters**

The powder average depends only on the three eigenvalues of the tensor, −D/3 + E, −D/3 − E and 2D/3, in any order. Their sum is zero; the sum of their squares is (2/3)(D² + 3E²) and their product is (2/27)D(D² − 9E²). The sign of D thus enters only through

D(D² − 9E²),

which is of third order. It vanishes at E = |D|/3, where reversing D merely relabels the axes. No powder measurement can then separate the signs.

The zero-field susceptibility shows the sizes. Let h = βV and let ⟨ ⟩ mean the trace divided by 2S+1. Expanding the partition function to second order in B and averaging over directions gives, relative to the Curie value g²μ_B²βX/3,

χ/χ_C = N/(X⟨e^{−h}⟩), N = ∫₀¹ ds Σ_a ⟨e^{−(1−s)h} S_a e^{−sh} S_a⟩.

Since h is a rank-2 operator, Σ_a [S_a,[S_a,h]] = 6h. The left side is also 2Xh − 2Σ_a S_a h S_a, so

Σ_a S_a h S_a = (X − 3)h.

With ⟨h⟩ = 0, the second-order part of N is

X⟨h²⟩ ∫ ½[(1−s)² + s²] ds + (X−3)⟨h²⟩ ∫ s(1−s) ds = ⟨h²⟩[X/3 + (X−3)/6] = ⟨h²⟩(X−1)/2.

The third-order part is

−X⟨h³⟩ ∫ (1/6)[(1−s)³ + s³] ds − (X−3)⟨h³⟩ ∫ ½s(1−s) ds = −⟨h³⟩(2X−3)/12.

Dividing by X and by ⟨e^{−h}⟩ = 1 + ⟨h²⟩/2 − ⟨h³⟩/6 leaves

χ/χ_C = 1 + ⟨h²⟩[(X−1)/(2X) − 1/2] + ⟨h³⟩[1/6 − (2X−3)/(12X)] + …
= 1 − ⟨h²⟩/(2X) + ⟨h³⟩/(4X) + …

For E = 0 write d = βD. The mean values of k², k⁴ and k⁶ over the multiplet are X/3, X(3X−1)/15 and X(3X²−3X+1)/21. They give

⟨h²⟩ = d² X(4X−3)/45, ⟨h³⟩ = d³ X(4X−3)(4X−15)/945,

χ/χ_C = 1 − (4X−3)d²/90 + (4X−3)(4X−15)d³/3780 + …

The cubic coefficient is −0.0093 for S = 1, zero for S = 3/2 and +0.050 for S = 2. Even the direction in which the sign of D shifts the susceptibility depends on the spin.

For the manuscript's S = 3/2 the situation is worse. V couples the states 3/2 and −1/2, and likewise −3/2 and 1/2, in blocks with diagonal elements ±D and off-diagonal element √3E. Hence h² = u² times the identity, with u = β√(D² + 3E²), and

e^{−sh} = cosh(su) − (h/u) sinh(su).

Terms with a single h have zero trace. With X = 15/4 and X − 3 = 3/4,

N = ∫₀¹ [(15/4) cosh((1−s)u) cosh(su) + (3/4) sinh((1−s)u) sinh(su)] ds.

The two products integrate to ½[cosh u + (sinh u)/u] and ½[cosh u − (sinh u)/u], so

N = (9/4) cosh u + (3/2)(sinh u)/u.

Since ⟨e^{−h}⟩ = cosh u,

χ/χ_C = 3/5 + (2/5)(tanh u)/u.

This is even in D at every temperature. For S = 3/2 in this model, the linear susceptibility of a powder carries no information on the sign; only the curvature of M with field can.

**3. Why the fit has two minima**

For moderate β|D| and E = 0, write M = M₀ + D²M₂ + D³M₃. Let the true value be D₀ > 0 and try D = −D₀ + ε. To leading order the misfit is

(D² − D₀²)M₂ + (D³ − D₀³)M₃ ≈ −2D₀(εM₂ + D₀²M₃).

Choosing ε removes the part of M₃ that resembles M₂, and refining g removes a little more. What remains is of order D₀³, whereas the misfit at D = 0 is of order D₀². There is thus a second minimum near −D₀, separated from the true one by a barrier.

I computed noiseless data for D = +1 cm⁻¹, E = 0, g = 2, at 1, 3, 5 and 7 T and six temperatures from 2 to 10 K. With g refined, the rms misfit is 0.0240 μ_B at D = 0. The wrong-sign minimum lies at D = −0.98 cm⁻¹, g = 2.00, with rms 0.00118 μ_B, which is 0.04 % of the saturation moment gS = 3 μ_B. A fit like the one reported is therefore what an ion with positive D would give.

Suppose each of the 24 points has an independent error of 1 % of saturation, 0.03 μ_B. To leading order in the noise, the expected excess of χ² (here the sum of squared, error-weighted residuals) for the wrong sign is

24 × (0.00118/0.03)² ≈ 0.04.

If b² denotes this excess, the noise contributes a cross term of standard deviation 2b ≈ 0.4, ten times larger. The preferred sign is then close to a coin toss.

The second minimum belongs to the axial fit. If E is released, D² is replaced by D² + 3E² and D³ by D(D² − 9E²). At fixed D² + 3E² the cubic invariant rises from −D₀³ at E = 0 to zero at E = |D|/3, which should halve the misfit. The fits give 0.00118 and 0.00060 μ_B. Crossing to positive D and reducing E again lowers the misfit to zero. For axial data the wrong-sign solution is thus a saddle. A rhombic fit that leaves it with D kept negative stops at |E|/|D| = 1/3 if |E| is bounded by |D|/3. Without that bound it can run on to D = −0.5, |E| = 0.5 cm⁻¹, which is the true axial tensor with its axes relabelled. Neither result should be read as evidence for strong rhombicity.

The ambiguity is not universal. For true D = +10 cm⁻¹ on the same grid, where β|D| is about 7 at 2 K and the expansion has failed, the best wrong-sign axial fit found has D = −6.1 cm⁻¹, g = 1.93 and rms 0.044 μ_B, or 1.5 % of saturation. With E free within |E| ≤ |D|/3 the best negative-D fit improves to D = −7.8 cm⁻¹, |E|/|D| = 1/3, g = 2.01 and rms 0.021 μ_B, or 0.7 % of saturation, an excess χ² of about 12 at 1 % errors. Good data can reject that, provided the errors are independent and the model is right.

**4. Other causes of the same pattern**

*Weak exchange.* Let two such ions, now with V = 0, be coupled by JS₁·S₂. To first order ⟨S₁·S₂⟩ = m², because the uncoupled spins are independent and both lie along the field axis. The pair free energy shifts by Jm², and the moment per ion is

M = gμ_B m − ½ ∂(Jm²)/∂B = gμ_B m[1 − βJm′(y)].

For J > 0 and fixed x this lowers M most on the low-field, low-temperature curve, as D does. For J < 0 the order of the curves is reversed. At fixed x, β is proportional to 1/B, so the shift scales as J/B, against D²/B² for zero-field splitting. Between 2 and 4 T at x = 0.3, the computed shifts for small J and D fall by factors of 2.00 and 4.00.

The two effects also part near saturation. There m′ ≈ e^{−y}, so the exchange shift dies exponentially. For D, take the Zeeman ground state and let Δ_B = gμ_B B be much larger than kT and |D|. With θ the angle between field and z axis, V couples this state for S = 3/2 to the next two levels with squared elements 3D² sin²θ cos²θ and ¾D² sin⁴θ. The powder averages of the angular factors are 2/15 and 8/15, so

E₂ = −D²[3(2/15)/Δ_B + ¾(8/15)/(2Δ_B)] = −0.6 D²/Δ_B,

δM = −∂E₂/∂B = −0.6 gμ_B D²/Δ_B².

At 7 T, Δ_B = 6.54 cm⁻¹, and D = 1 cm⁻¹ gives −0.028 μ_B; the full calculation at 2 K gives −0.030. For J = 0.05 cm⁻¹ the shift there is only −0.001 μ_B, although at 0.5 T the two are comparable, −0.047 and −0.034.

Fitting pair data (J = 0.05 cm⁻¹, no D) with the single-ion model confirms this. At 0.1–0.5 T a false D of +0.69 or −0.69 cm⁻¹ cuts the rms misfit from 0.0032 to about 0.0006 μ_B. At 1–7 T a false D near ±0.45 cm⁻¹ cuts it only from 0.0103 to about 0.0087. The weak-field data slightly prefer positive D and the strong-field data negative D, when there is no D at all.

*A low excited multiplet.* Let a multiplet at gap Δ be populated thermally but not mixed in by the field. With populations p_g and p_e, M = p_g M_g + p_e M_e. At fixed x, p_e/p_g is proportional to e^{−βΔ}, so

∂M/∂(βΔ) = −p_g p_e (M_e − M_g).

If the excited moment is the larger, the low-field curve again lies lowest. With S = 5/2 at 10 cm⁻¹ above S = 3/2, M at x = 0.3 rises from 1.37 μ_B at 1 T to 2.04 μ_B at 7 T. The corresponding rise for D = ±1 cm⁻¹ is from 1.30 to 1.36 μ_B. The order agrees. The difference in size belongs to this choice of Δ and D, since a larger gap reduces the rise through e^{−βΔ}. The curves also lie differently: M − M_g = p_e(M_e − M_g) is positive here, so they lie above the value 1.365 μ_B of the unsplit ground multiplet, whereas those for D = ±1 cm⁻¹ lie below it. No single-ion fit of this case was made. An excited S = 1/2 reverses the order.

**5. What the authors may claim**

The data support a further energy scale. If exchange and excited multiplets are excluded independently, for instance by magnetic dilution and by the susceptibility at higher temperature, if moments linear in B are corrected for, and if g is known to be isotropic, they support a value of √(D² + 3E²) as long as β|D| is moderate; for true D = +10 cm⁻¹ the wrong-sign fits give 6.1 (axial) and 9.0 cm⁻¹ (rhombic). An unsubtracted temperature-independent susceptibility of 6 × 10⁻⁴ cm³ mol⁻¹ added to the D = +1 cm⁻¹ data is enough to make the negative sign fit slightly better. With an anisotropic g the powder moment can contain a term linear in D, and a fit with isotropic g can then return a wrong value. A small anisotropy suffices, and in real ions it accompanies D, roughly as D ≈ (λ/2)(g_z − g_x) with λ the spin-orbit constant: for D = +1 cm⁻¹ and g_z − g_x = 0.022, the isotropic-g fits give rms 0.00076 μ_B for the right sign and 0.00072 μ_B for the wrong one. To claim a sign, the authors should report the best fit of each sign with E free within |E| ≤ |D|/3, and show that the difference exceeds both the experimental error and the misfit of the model. The bound is essential: without it, relabelling the axes lets either sign of D describe the same tensor, and the two fits are equally good. A single crystal of known orientation is the better route. For E = 0 the first-order free energy of an ion is CD(cos²θ − 1/3), with θ the angle between the field and its z axis. The moment therefore responds to D in first order, unless cos²θ = 1/3 or the contributions of differently oriented ions cancel. This response is ∂C/∂B and dies exponentially towards saturation: with the field along z at 2 K, |∂M/∂D| falls from 0.68 at 1 T to 0.03 μ_B per cm⁻¹ at 7 T. The main computed and fitted values are in the numerical output below; the others follow from the same Hamiltonian, on the same grid of fields and temperatures, and from the formulas given above.

Computed values

```
k = 0.695035 cm^-1/K, muB = 0.466864 cm^-1/T
model: S = 1.5, g = 2.0, D = 1.0 cm^-1, E = 0
fields (T): 1.0 3.0 5.0 7.0  temperatures (K): 2.0 3.0 4.0 6.0 8.0 10.0
largest |dM/dD| at D = 0 (muB per cm^-1):
  powder, isotropic g: 3.3e-07
  crystal, field along z: 0.683
  powder, g = (2, 2, 2.4): 0.0805
chi/chi_Curie: numerical d^2 term, d^3 formula, d^3 numerical
  S = 1.0: -0.05555  -0.00926  -0.00926
  S = 1.5: -0.13331  0.00000  0.00000
  S = 2.0: -0.23326  0.05000  0.04998
  S = 2.5: -0.35539  0.16931  0.16916
S = 3/2, |D| = 3, E = 0.5 cm^-1, 2 K: chi/chi_Curie
  D > 0: 0.77413, D < 0: 0.77413, closed form: 0.77413
largest |M(+D)-M(-D)|, E = 0: 0.0050 muB
largest |M(+D)-M(-D)|, E = |D|/3: 5.2e-13 muB
axial scan: D (cm^-1), refined g, rms misfit (muB)
   -2.0  2.0498  0.05115
   -1.5  2.0226  0.02500
   -1.0  2.0002  0.00136
   -0.5  1.9852  0.01733
    0.0  1.9798  0.02404
    0.5  1.9851  0.01741
    1.0  2.0000  0.00000
    1.5  2.0219  0.02302
    2.0  2.0481  0.04711
wrong-sign minimum: D = -0.9845 cm^-1, g = 1.9996
  rms = 0.00118 muB = 0.039 % of saturation g*S
releasing E: E/|D|, D (cm^-1), g, rms (muB)
  0.000  -0.9845  1.9996  0.00118
  0.100  -0.9711  1.9996  0.00110
  0.200  -0.9338  1.9997  0.00092
  0.333  -0.8596  1.9998  0.00060
  0.200   0.9418  1.9999  0.00028
  0.000   1.0000  2.0000  0.00000
true D = +10 cm^-1, best wrong-sign axial fit:
  D = -6.119 cm^-1, g = 1.9296, rms = 0.04376 muB
dM/dJ at 3 T, 4 K: -0.43841, formula -0.43841 muB per cm^-1
pair data 0.1-0.5 T, J = 0.05 cm^-1, no D, fitted by one ion:
  D fixed at 0: g = 1.9661, rms = 0.003178 muB
  D = 0.6923 cm^-1, g = 1.9866, rms = 0.000557 muB
  D = -0.6856 cm^-1, g = 1.9864, rms = 0.000583 muB
pair data 1-7 T, J = 0.05 cm^-1, no D, fitted by one ion:
  D fixed at 0: g = 1.9911, rms = 0.010268 muB
  D = 0.4439 cm^-1, g = 1.9954, rms = 0.008717 muB
  D = -0.4509 cm^-1, g = 1.9955, rms = 0.008616 muB
shift of M at 2 K (muB), at 0.5 T and 7 T:
  D = 1 cm^-1: -0.04679, -0.03042;  J = 0.05 cm^-1: -0.03374, -0.00105
M (muB) at x = 0.3 for the four fields; T (K) = 2.239 6.717 11.195 15.673
  no splitting       1.3654 1.3654 1.3654 1.3654
  D = +1 cm^-1       1.3004 1.3570 1.3623 1.3638
  D = -1 cm^-1       1.2974 1.3569 1.3623 1.3638
  J = +0.05 cm^-1    1.3234 1.3516 1.3571 1.3595
  J = -0.05 cm^-1    1.4058 1.3791 1.3736 1.3713
  S=5/2 at 10 cm^-1  1.3703 1.6520 1.9045 2.0390
  S=1/2 at 10 cm^-1  1.3647 1.3147 1.2532 1.2106
shift at 2 T over shift at 4 T, same x: D 3.996, J 2.002
```
